**Breit operator from one-photon exchange: numerical tests**

The program tests that exchange of one transverse photon between two Dirac electrons, with the electronic energy change Δ dropped against the photon energy ω in both time orderings, gives B = −(1/2r)[α₁·α₂ + (α₁·r̂)(α₂·r̂)]. Here α₁ and α₂ are the Dirac matrices of the two electrons, r is their separation and r̂ its direction. It asserts the field energy of one photon, the two-ordering formula against exact diagonalization of a small model, and the sum over photon modes against the Breit tensor. It also asserts that the orbitals used satisfy the Dirac equation. For the 1s₁/₂2p₁/₂, J = 0 level at Z = 30, integrals over photon momentum are compared with position-space integrals over explicit four-component orbitals, with Δ dropped and with Δ kept. The output gives a Breit energy of 3.7106 eV, which becomes 3.7082 eV when Δ is kept. Each time ordering of the exchange term changes by about 16 % when Δ is kept, with opposite signs, while their sum changes by 0.12 %.

## Numerical check

```python
"""
Result under test: exchange of one transverse photon between two Dirac electrons,
with electronic energy changes Delta dropped against the photon energy w = c k in
both time orderings, is the Breit operator
    B = -(1/2r) [alpha1.alpha2 + (alpha1.rhat)(alpha2.rhat)].
Atomic units inside (4 pi eps0 = 1, c = 1/fine-structure constant), eV and angstrom
in the output. g, f: upper and lower radial functions; kappa = Delta/c.
Example: level 1s1/2 2p1/2, J=0, of a helium-like ion, hydrogenic Dirac orbitals.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn

c = 1 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
PI = np.pi


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


# ---------- field amplitude: one photon must carry the energy w ----------
k_mode, volume = 0.7, 50.0
w_mode = c * k_mode
amplitude = np.sqrt(2 * PI / (w_mode * volume))
z_grid = np.arange(64) * 2 * PI / k_mode / 64


def vector_potential(z, t):
    return 2 * amplitude * np.cos(k_mode * z - w_mode * t)


dz, dt = 1e-4 / k_mode, 1e-4 / w_mode
e_field = -(vector_potential(z_grid, dt) - vector_potential(z_grid, -dt)) / (2 * dt)
b_field = (vector_potential(z_grid + dz, 0) - vector_potential(z_grid - dz, 0)) / (2 * dz)
field_energy = volume * np.mean(e_field**2 + c**2 * b_field**2) / (8 * PI)
assert abs(field_energy / w_mode - 1) < 1e-6

# ---------- both time orderings against exact diagonalization ----------
# two two-level systems (gap 0.3) and one mode (energy 1), coupling g_toy
gap, g_toy, n_ph = 0.3, 0.005, 7
sx, sz, one = np.array([[0, 1], [1, 0]]), np.diag([1, -1]), np.eye(2)
lower = np.diag(np.sqrt(np.arange(1, n_ph)), 1)
h_toy = (gap / 2 * np.kron(np.kron(sz, one) + np.kron(one, sz), np.eye(n_ph))
         + np.kron(np.eye(4), lower.T @ lower)
         + g_toy * np.kron(np.kron(sx, one) + np.kron(one, sx), lower + lower.T))
levels, vectors = np.linalg.eigh(h_toy)


def level_near(sign):
    trial = np.zeros(4 * n_ph)
    trial[n_ph], trial[2 * n_ph] = 1, sign
    return levels[np.argmax(np.abs(trial @ vectors))]


toy_exact = (level_near(1) - level_near(-1)) / 2
toy_formula = g_toy**2 * (1 / (gap - 1) + 1 / (-gap - 1))
toy_neglect = -2 * g_toy**2
assert abs(toy_exact / toy_formula - 1) < 1e-3   # remaining error is of order g_toy^2


# ---------- sum over photon modes against the Breit tensor ----------
def mode_sum(r, eta):
    """Minus the two-ordering sum, Delta dropped, damped by exp(-eta k^2), r along z."""
    k, wk = gauss(300, 0, np.sqrt(40 / eta))
    mu, wm = gauss(160, -1, 1)
    sin = np.sqrt(1 - mu**2)
    pol = np.zeros((len(mu), 3, 3))
    for phi in np.arange(8) * PI / 4:
        e1 = np.stack([mu * np.cos(phi), mu * np.sin(phi), -sin], -1)
        e2 = np.stack([-np.sin(phi) + 0 * mu, np.cos(phi) + 0 * mu, 0 * mu], -1)
        for e in (e1, e2):
            pol += e[:, :, None] * e[:, None, :] / 8
    w = c * k
    strength = 2 * (2 * PI * c**2 / w) / w * k**2 * 2 * PI / (2 * PI)**3
    radial = wk * strength * np.exp(-eta * k**2)
    angular = wm * (radial @ np.cos(r * np.outer(k, mu)))
    return np.einsum("m,mij->ij", angular, pol)


# away from r=0 the damping error is linear in eta, so two values remove it
r_test = 1.1
tensor_modes = 2 * mode_sum(r_test, 0.005) - mode_sum(r_test, 0.01)
tensor_breit = np.diag([1, 1, 2]) / (2 * r_test)
tensor_error = np.max(np.abs(tensor_modes - tensor_breit))
assert tensor_error < 1e-7


def tensor_coefficients(s, kappa):
    """Tensor a*delta_ij + b*shat_i*shat_j; kappa=0 is Breit, else retarded."""
    if kappa == 0:
        return 0.5 / s, 0.5 / s
    u = kappa * s
    cosm1 = -2 * np.sin(u / 2)**2
    h1 = -np.sin(u) / u - cosm1 / u**2
    h2 = -np.cos(u) / u + 2 * np.sin(u) / u**2 + 2 * cosm1 / u**3
    return (np.cos(u) + h1) / s, kappa * h2 - h1 / s


a_ret, b_ret = tensor_coefficients(1.0, 0.05)
assert abs((a_ret - 0.5) / 0.05**2 + 3 / 8) < 1e-3
assert abs((b_ret - 0.5) / 0.05**2 - 1 / 8) < 1e-3


# ---------- hydrogenic Dirac orbitals ----------
def radial_grid(Z):
    edges = 40 / Z * (np.arange(201) / 200)**2
    x, w = np.polynomial.legendre.leggauss(16)
    step = np.diff(edges)[:, None]
    return (edges[:-1, None] + step * (x + 1) / 2).ravel(), (step * w / 2).ravel()


def orbitals(Z):
    gam = np.sqrt(1 - (Z / c)**2)
    e_s = c**2 * (gam - 1)
    e_p = c**2 * (np.sqrt((1 + gam) / 2) - 1)
    lam = np.sqrt(-e_p * (2 * c**2 + e_p)) / c
    b0 = c * (gam + 1) / Z
    a1 = ((e_p + 2 * c**2) * b0 + c * lam) / (c * (gam + 2) - Z * e_p / (c * lam))
    b1 = e_p * a1 / (c * lam)

    def raw_s(r):
        g = r**(gam - 1) * np.exp(-Z * r)
        return np.array([g, -Z / (c * (gam + 1)) * g])

    def raw_p(r):
        return r**(gam - 1) * np.exp(-lam * r) * np.array([1 + a1 * r, b0 + b1 * r])

    r, w = radial_grid(Z)
    n_s = np.sqrt(np.sum(w * r**2 * np.sum(raw_s(r)**2, 0)))
    n_p = np.sqrt(np.sum(w * r**2 * np.sum(raw_p(r)**2, 0)))
    return (lambda x: raw_s(x) / n_s), (lambda x: raw_p(x) / n_p), e_s, e_p


def spinor(kind, radial, pos, m):
    r = np.linalg.norm(pos, axis=-1)
    g, f = (q[..., None] for q in radial(r))
    x, y, z = np.moveaxis(pos / r[..., None], -1, 0)
    turned = np.stack([z, x + 1j * y] if m == 0 else [x - 1j * y, -z], -1)
    chi = np.zeros(turned.shape, complex)
    chi[..., m] = 1
    parts = [g * chi, -1j * f * turned] if kind == "s" else [-g * turned, 1j * f * chi]
    return np.concatenate(parts, -1) / np.sqrt(4 * PI)


PAULI = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
ALPHA = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in PAULI]

Z_MAIN = 30
orb_s, orb_p, e_s, e_p = orbitals(Z_MAIN)
point, h = np.array([0.5, -0.3, 0.7]) / Z_MAIN, 3e-4 / Z_MAIN
for kind, radial, energy in (("s", orb_s, e_s), ("p", orb_p, e_p)):
    for m in (0, 1):
        psi = spinor(kind, radial, point, m)
        h_psi = (-Z_MAIN / np.linalg.norm(point)
                 - 2 * c**2 * np.array([0, 0, 1, 1])) * psi
        for i in range(3):
            d = h * np.eye(3)[i]
            slope = (spinor(kind, radial, point + d, m)
                     - spinor(kind, radial, point - d, m)) / (2 * h)
            h_psi = h_psi - 1j * c * ALPHA[i] @ slope
        assert np.linalg.norm(h_psi - energy * psi) < 1e-4 * abs(energy) * np.linalg.norm(psi)


# ---------- photon-momentum integrals ----------
def photon_integrals(Z):
    s_orb, p_orb, es, ep = orbitals(Z)
    r, wr = radial_grid(Z)
    (g1, f1), (g2, f2) = s_orb(r), p_orb(r)
    delta = ep - es
    kappa = delta / c

    def exchange_current(k):
        x = np.outer(np.atleast_1d(k), r)
        j0, j1x = spherical_jn(0, x), spherical_jn(1, x) / x
        return (2 * j1x - j0) @ (wr * r**2 * g2 * f1) - j0 @ (wr * r**2 * f2 * g1)

    k_max = 40 * Z
    x, wx = gauss(200, 0, 1)
    k, wk = k_max * x**3, 3 * k_max * x**2 * wx
    j1 = spherical_jn(1, np.outer(k, r))
    direct = 16 / (3 * PI) * np.sum(
        wk * (j1 @ (wr * r**2 * g1 * f1)) * (j1 @ (wr * r**2 * g2 * f2)))
    J2 = exchange_current(k)**2
    total = np.sum(wk * J2)
    pole = kappa * exchange_current(kappa)[0]**2
    first = (np.sum(wk * (k * J2 - pole) / (k - kappa))
             + pole * np.log((k_max - kappa) / kappa))     # principal value
    second = np.sum(wk * k * J2 / (k + kappa))

    def share_below(q):
        kq, wq = gauss(60, 0, q)
        return np.sum(wq * exchange_current(kq)**2) / total

    unit = -2 / (3 * PI)
    return dict(delta=delta, kappa=kappa, D=direct, half=unit * total,
                first=unit * first, second=unit * second,
                soft=share_below(kappa),
                median=c * brentq(lambda q: share_below(q) - 0.5, 0.01 * Z, 5 * Z))


results = {Z: photon_integrals(Z) for Z in (10, 20, 30)}
main = results[Z_MAIN]
e_direct = -3 * main["D"]
e_exchange = -3 * 2 * main["half"]
e_exchange_full = -3 * (main["first"] + main["second"])


# ---------- the same energies in position space from explicit spinors ----------
def position_energies(Z, kappa):
    x, wx = gauss(60, 0, 1)
    rho, wrho = 40 / Z * x**2, 80 / Z * x * wx
    t, wt = gauss(40, 0, 1)
    v, wv = gauss(24, 0, 1)
    rho, t, v = np.meshgrid(rho, t, v, indexing="ij")
    weight = wrho[:, None, None] * wt[None, :, None] * wv[None, None, :]
    span = np.log((1 + t) / (1 - t))
    sig = (1 - t) * np.exp(span * v)              # separation / larger radius
    mu = np.clip((1 + t**2 - sig**2) / (2 * t), -1, 1)
    weight = weight * 8 * PI**2 * rho**5 * t**2 * sig**2 * span / t
    outer = np.stack([0 * rho, 0 * rho, rho], -1)
    inner = (t * rho)[..., None] * np.stack([np.sqrt(1 - mu**2), 0 * mu, mu], -1)
    s = rho * sig
    shat = (outer - inner) / s[..., None]

    def current(bra, ket):
        return np.stack([np.sum(bra.conj() * (ket @ a.T), -1) for a in ALPHA], -1)

    def contract(j_1, j_2, kap):
        a, b = tensor_coefficients(s, kap)
        value = (a * np.sum(j_1 * j_2, -1)
                 + b * np.sum(j_1 * shat, -1) * np.sum(j_2 * shat, -1))
        return np.sum(weight * value).real

    pair = {(0, 1): np.sqrt(0.5), (1, 0): -np.sqrt(0.5)}    # J = 0 coupling
    out = np.zeros(3)
    for pos1, pos2 in ((outer, inner), (inner, outer)):
        S1, S2 = ([spinor("s", orb_s, q, m) for m in (0, 1)] for q in (pos1, pos2))
        P1, P2 = ([spinor("p", orb_p, q, m) for m in (0, 1)] for q in (pos1, pos2))
        for (m, n), c_in in pair.items():
            for (mf, nf), c_out in pair.items():
                amp = c_in * c_out
                out[0] -= amp * contract(current(S1[mf], S1[m]), current(P2[nf], P2[n]), 0)
                jx1, jx2 = current(P1[nf], S1[m]), current(S2[mf], P2[n])
                out[1] += amp * contract(jx1, jx2, 0)
                out[2] += amp * contract(jx1, jx2, kappa)
    return out


pos_direct, pos_exchange, pos_exchange_full = position_energies(Z_MAIN, main["kappa"])
assert abs(pos_direct / e_direct - 1) < 1e-5
assert abs(pos_exchange / e_exchange - 1) < 1e-5
assert abs(pos_exchange_full / e_exchange_full - 1) < 1e-5

# ---------- size of the neglected part ----------
error = {Z: (q["first"] + q["second"]) / (2 * q["half"]) - 1 for Z, q in results.items()}
dev_first = main["first"] / main["half"] - 1
dev_second = main["second"] / main["half"] - 1
assert min(abs(dev_first), abs(dev_second)) > 3 * abs(error[Z_MAIN])
assert dev_first * dev_second < 0
assert abs(error[20] / error[10] / 4 - 1) < 0.1

r, wr = radial_grid(Z_MAIN)
r_s = np.sum(wr * r**3 * np.sum(orb_s(r)**2, 0))
r_p = np.sum(wr * r**3 * np.sum(orb_p(r)**2, 0))
e_breit, e_full = e_direct + e_exchange, e_direct + e_exchange_full

print(f"Field energy / photon energy, one photon: {field_energy / w_mode:.7f}")
print("Two-level test, gap/photon energy = 0.3, coupling/photon energy = 0.005:")
print(f"  exact exchange / two-ordering formula: {toy_exact / toy_formula:.5f}")
print(f"  exact exchange / value with gap dropped: {toy_exact / toy_neglect:.5f}")
print(f"Mode sum minus Breit tensor, largest element (a.u.): {tensor_error:.1e}")
print(f"Helium-like ion, nuclear charge Z = {Z_MAIN}, level 1s1/2 2p1/2 J=0")
print(f"Orbital energy 1s1/2: {e_s * EV:.2f} eV")
print(f"Orbital energy 2p1/2: {e_p * EV:.2f} eV")
print(f"Energy change Delta in exchange term: {main['delta'] * EV:.2f} eV")
print(f"Length c/Delta: {c / main['delta'] * ANG:.4f} angstrom")
print(f"Mean radius 1s1/2: {r_s * ANG:.5f} angstrom")
print(f"Mean radius 2p1/2: {r_p * ANG:.5f} angstrom")
print(f"Median photon energy in exchange term: {main['median'] * EV:.0f} eV")
print(f"Share of exchange term from photons below Delta: {100 * main['soft']:.2f} %")
print(f"Direct Breit energy: {e_direct * EV:.5f} eV")
print(f"Exchange Breit energy: {e_exchange * EV:.5f} eV")
print(f"  each time ordering, Delta dropped: {-3 * main['half'] * EV:.5f} eV")
print(f"  ordering with denominator Delta-w, Delta kept: {-3 * main['first'] * EV:.5f} eV")
print(f"  ordering with denominator -Delta-w, Delta kept: {-3 * main['second'] * EV:.5f} eV")
print(f"  relative changes of the two orderings: {100 * dev_first:.2f} %, {100 * dev_second:.2f} %")
print(f"Exchange energy with Delta kept: {e_exchange_full * EV:.5f} eV")
print(f"Total Breit energy: {e_breit * EV:.5f} eV = {e_breit:.7f} hartree")
print(f"Total with Delta kept: {e_full * EV:.5f} eV = {e_full:.7f} hartree")
print(f"Total, Delta kept minus Breit: {(e_full - e_breit) * EV:.5f} eV")
print(f"Position-space direct energy: {pos_direct * EV:.5f} eV")
print(f"Position-space exchange, Breit tensor: {pos_exchange * EV:.5f} eV")
print(f"Position-space exchange, retarded tensor: {pos_exchange_full * EV:.5f} eV")
for Z in results:
    print(f"Z = {Z}: relative change of exchange term when Delta is kept: {100 * error[Z]:.4f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Field energy / photon energy, one photon: 1.0000000
Two-level test, gap/photon energy = 0.3, coupling/photon energy = 0.005:
  exact exchange / two-ordering formula: 0.99998
  exact exchange / value with gap dropped: 1.09888
Mode sum minus Breit tensor, largest element (a.u.): 2.0e-13
Helium-like ion, nuclear charge Z = 30, level 1s1/2 2p1/2 J=0
Orbital energy 1s1/2: -12395.46 eV
Orbital energy 2p1/2: -3108.32 eV
Energy change Delta in exchange term: 9287.14 eV
Length c/Delta: 0.2125 angstrom
Mean radius 1s1/2: 0.02603 angstrom
Mean radius 2p1/2: 0.08633 angstrom
Median photon energy in exchange term: 83137 eV
Share of exchange term from photons below Delta: 5.22 %
Direct Breit energy: 1.66953 eV
Exchange Breit energy: 2.04110 eV
  each time ordering, Delta dropped: 1.02055 eV
  ordering with denominator Delta-w, Delta kept: 1.17927 eV
  ordering with denominator -Delta-w, Delta kept: 0.85941 eV
  relative changes of the two orderings: 15.55 %, -15.79 %
Exchange energy with Delta kept: 2.03867 eV
Total Breit energy: 3.71063 eV = 0.1363630 hartree
Total with Delta kept: 3.70820 eV = 0.1362739 hartree
Total, Delta kept minus Breit: -0.00242 eV
Position-space direct energy: 1.66953 eV
Position-space exchange, Breit tensor: 2.04110 eV
Position-space exchange, retarded tensor: 2.03867 eV
Z = 10: relative change of exchange term when Delta is kept: -0.0151 %
Z = 20: relative change of exchange term when Delta is kept: -0.0576 %
Z = 30: relative change of exchange term when Delta is kept: -0.1187 %
ALL CHECKS PASSED
```
